# Spinning-sideband moments and recovery of chemical-shift tensor principal values, part 1

(Sections cited here and not found follow in the later parts.)

## Setting and conventions

A powder contains isolated spin-1/2 nuclei, all of one chemical site, in a strong static field along the unit vector $\mathbf b$. In the frame rotating at the isotropic resonance frequency, the part of the chemical-shift interaction that commutes with the Zeeman term (the secular part) is

$$H(t)=h\,\nu(t)\,I_z ,\qquad \nu=\mathbf b^{T}\mathsf A\,\mathbf b ,$$

where $\mathsf A$ is the traceless part of the shift tensor in frequency units. Only the symmetric part of a tensor contributes to $\mathbf b^T\mathsf A\mathbf b$, so $\mathsf A$ is taken symmetric. The sign of $\mathsf A$ is fixed by requiring that $\nu$ be the position of the line on the frequency axis of the spectrum, measured from the isotropic frequency. The principal values are labelled in the Haeberlen convention, $|A_{ZZ}|\ge|A_{XX}|\ge|A_{YY}|$, with

$$A_{ZZ}=\delta,\qquad A_{XX}=-\tfrac12\delta(1+\eta),\qquad A_{YY}=-\tfrac12\delta(1-\eta),\qquad 0\le\eta\le1 .$$

Here $\delta$ is the reduced anisotropy, called the anisotropy below for short, and $\eta=(A_{YY}-A_{XX})/\delta$ is the asymmetry. Tables often quote instead $A_{ZZ}-\tfrac12(A_{XX}+A_{YY})=\tfrac32\delta$, which must be converted before use in the formulas here. Frequencies are in kHz.

The sample turns at a constant rate $\nu_r>0$ about an axis $z$ that makes an angle $\theta$ with the field. In a frame fixed in the rotor the field direction is

$$\mathbf b(\varphi)=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad \varphi=\gamma+\psi,\qquad \psi=2\pi\nu_r t .$$

A crystallite has the rotor-frame tensor $\mathsf A_R=R\,\mathsf A\,R^T$ with $R=R_y(\beta)R_z(\alpha)$ and $\mathsf A$ diagonal. A third Euler rotation, about the rotor axis, only shifts the azimuth of $\mathbf b$, because $\mathbf b(\varphi)^TR_z(\gamma')\mathsf A_RR_z(\gamma')^T\mathbf b(\varphi)=\mathbf b(\varphi-\gamma')^T\mathsf A_R\mathbf b(\varphi-\gamma')$. It is therefore carried by the starting phase $\gamma=-\gamma'$. The angles $\alpha,\beta$ fix the direction of the rotor axis in the principal frame of the tensor, and $\gamma$ fixes the rotation about that axis. A uniform powder has the axis spread evenly over the sphere and $\gamma$ spread evenly over the circle, which is the rotation-invariant weight $d\alpha\,\sin\beta\,d\beta\,d\gamma/8\pi^2$. The crystallites that share $\alpha$ and $\beta$ and differ in $\gamma$ form a carousel. The symbol $\langle\cdot\rangle_\gamma$ means the average over a carousel and $\langle\cdot\rangle$ the full powder average.

An ideal pulse at $t=0$ gives every crystallite the same transverse magnetization, and relaxation is left out. If the spectrum consists of lines of normalized amplitude $I_j$ at frequencies $\nu_j$, its moments are $M_n=\sum_j\nu_j^{\,n}I_j$.

The numerical parts use round model parameters $\delta=-8.0$ kHz and $\eta=0.6$, with a chosen Larmor frequency of 100 MHz that serves only to express the recovered tensor in ppm. The program that produces the numbers is printed after the text with its output.

## (a) The instantaneous frequency

**Problem.** Expand $\nu(\varphi)$ as a Fourier series in $\varphi$, give the coefficients in terms of the elements of $\mathsf A_R$, and find the angle $\theta$ at which the time average vanishes for every crystallite.

**Solution.** Write $A_{ij}$ for the elements of $\mathsf A_R$. Multiplying out the quadratic form and using the symmetry of the tensor,

$$\nu=\sin^2\theta\,\big(A_{xx}\cos^2\varphi+A_{yy}\sin^2\varphi+2A_{xy}\sin\varphi\cos\varphi\big)+2\sin\theta\cos\theta\,\big(A_{xz}\cos\varphi+A_{yz}\sin\varphi\big)+A_{zz}\cos^2\theta .$$

The identities $\cos^2\varphi=\frac12(1+\cos2\varphi)$, $\sin^2\varphi=\frac12(1-\cos2\varphi)$ and $2\sin\varphi\cos\varphi=\sin2\varphi$ turn the first bracket into

$$\tfrac12(A_{xx}+A_{yy})+\tfrac12(A_{xx}-A_{yy})\cos2\varphi+A_{xy}\sin2\varphi .$$

The trace is zero, so $A_{xx}+A_{yy}=-A_{zz}$, and the constant term of $\nu$ is

$$\nu_0=A_{zz}\big(\cos^2\theta-\tfrac12\sin^2\theta\big)=A_{zz}\,\tfrac12(3\cos^2\theta-1)=A_{zz}P_2(\cos\theta).$$

For real $a$ and $b$, $a\cos m\varphi+b\sin m\varphi=\frac12(a-ib)e^{im\varphi}+\frac12(a+ib)e^{-im\varphi}$. Applying this to the two oscillating terms gives

$$\nu(\varphi)=\sum_{m=-2}^{2}\nu_me^{im\varphi},\qquad \nu_1=\tfrac12\sin2\theta\,(A_{xz}-iA_{yz}),\qquad \nu_2=\tfrac12\sin^2\theta\,\big[\tfrac12(A_{xx}-A_{yy})-iA_{xy}\big],\tag{1}$$

with $\nu_{-m}=\nu_m^*$. The time average is $\nu_0$. It vanishes for every $A_{zz}$ when $\cos^2\theta=\frac13$, which defines the magic angle $\theta_m=54.7356^\circ$. There $\sin^2\theta=\frac23$ and $\sin^22\theta=4\cdot\frac23\cdot\frac13=\frac89$. The program tests these coefficients against a numerical Fourier transform of the quadratic form, at the magic angle and at one other angle.

## (b) The sidebands and their intensities

**Problem.** At the magic angle, find the signal of one crystallite, show where its spectral lines fall, and find the amplitudes of the lines before and after the average over $\gamma$.

**Solution.** The Hamiltonian is proportional to $I_z$ at all times, so $[H(t),H(t')]=0$ and the propagator needs no time ordering: $U=\exp(-i\Lambda I_z)$ with $\Lambda(t)=2\pi\int_0^t\nu\,dt'$. The commutator $[I_z,I_+]=I_+$ gives $U^\dagger I_+U=e^{i\Lambda I_z}I_+e^{-i\Lambda I_z}=e^{i\Lambda}I_+$, so the signal normalized to 1 at $t=0$ is $s=e^{i\Lambda}$. This step needs the commuting Hamiltonian. For a spin coupled to like neighbours by dipolar terms that do not commute at different rotor phases, the signal is not a single phase factor, and nothing below is claimed for that case.

Since $d\varphi=2\pi\nu_r\,dt$, the phase is $\Lambda=\nu_r^{-1}\int_\gamma^{\gamma+\psi}\nu(\varphi)\,d\varphi$. With $\nu_0=0$ the integrand has a periodic antiderivative,

$$\Phi(\varphi)=\sum_{m\ne0}\Phi_me^{im\varphi},\qquad \Phi_m=\frac{\nu_m}{im\nu_r},\qquad \Phi'=\frac{\nu}{\nu_r},$$

where a prime means $d/d\varphi$. The function $\Phi$ is real because $\Phi_{-m}=\nu_m^*/(-im\nu_r)=\Phi_m^*$. The signal is

$$s(\psi;\gamma)=e^{i\Phi(\gamma+\psi)}\,e^{-i\Phi(\gamma)} .\tag{2}$$

The periodic function $e^{i\Phi}$ has the Fourier series

$$e^{i\Phi(\varphi)}=\sum_NF_Ne^{iN\varphi},\qquad F_N=\frac1{2\pi}\int_0^{2\pi}e^{i\Phi(\varphi)}e^{-iN\varphi}\,d\varphi .$$

Inserting it in the first factor of (2) gives

$$s=\sum_Na_N(\gamma)\,e^{2\pi iN\nu_rt},\qquad a_N(\gamma)=F_N\,e^{iN\gamma}e^{-i\Phi(\gamma)} .$$

Every crystallite has lines only at $N\nu_r$ with integer $N$, whatever its orientation, so the powder shows sharp sidebands. For a single crystallite the amplitudes $a_N(\gamma)$ are in general complex, which means that the lines have different phases. The average over $\gamma$ is

$$\langle a_N\rangle_\gamma=F_N\cdot\frac1{2\pi}\int_0^{2\pi}e^{iN\gamma}e^{-i\Phi(\gamma)}\,d\gamma=F_NF_N^* ,$$

because the integral is the complex conjugate of the one that defines $F_N$. A carousel therefore has real, non-negative intensities

$$I_N=|F_N|^2,\qquad \sum_NI_N=\frac1{2\pi}\int_0^{2\pi}|e^{i\Phi}|^2\,d\varphi=1,\tag{3}$$

where the sum rule is Parseval's theorem. The powder intensities are the averages of $|F_N|^2$ over $\alpha$ and $\beta$. The program tests (3) on one carousel by integrating the phase with Gauss–Legendre quadrature, forming the signal for each starting phase, transforming it and averaging.

The sense of rotation does not affect the powder intensities. Reversing it replaces $\varphi$ by $-\varphi$, which is the reflection $y\to-y$ of $\mathbf b$. The quadratic form is even in $\mathbf b$, so this reflection acts on $\nu$ as its negative does, and the negative of $y\to-y$ is the rotation by $\pi$ about $y$, under which the powder weight is unchanged.

## (c) Existence of the moments

**Problem.** The manifold has infinitely many lines. Bound $|F_N|$ well enough to decide whether the moments converge, and express the moments through the signal at $t=0$.

**Solution.** The function $\Phi$ is a finite sum of exponentials, so $e^{i\Phi(\varphi)}e^{-iN\varphi}$ is analytic in the whole complex $\varphi$ plane and has period $2\pi$. Take $N>0$ and apply Cauchy's theorem to the rectangle with corners $0$, $2\pi$, $2\pi-iy$, $-iy$, where $y>0$. The two vertical sides cancel by periodicity, so the integral may be taken along $\varphi-iy$:

$$F_N=\frac1{2\pi}\int_0^{2\pi}e^{i\Phi(\varphi-iy)}\,e^{-iN\varphi}\,e^{-Ny}\,d\varphi ,$$

where $e^{-iN(\varphi-iy)}=e^{-iN\varphi}e^{-Ny}$ was used. The modulus of the first factor is $\exp[-\operatorname{Im}\Phi(\varphi-iy)]$. The terms $m$ and $-m$ of $\Phi(\varphi-iy)$ add to $c\,e^{my}+c^*e^{-my}$ with $c=\Phi_me^{im\varphi}$, and the imaginary part of this sum is $\operatorname{Im}c\,(e^{my}-e^{-my})=2\operatorname{Im}c\,\sinh my$. Its size is at most $2|\Phi_m|\sinh my=2|\nu_m|\sinh(my)/(m\nu_r)$. For $N<0$ the shift to $\varphi+iy$ gives the same estimate. Adding $m=1$ and $m=2$,

$$|F_N|\le\exp\!\Big[-|N|y+\frac{2|\nu_1|\sinh y+|\nu_2|\sinh2y}{\nu_r}\Big]\qquad\text{for every }y>0.\tag{4}$$

This is an upper bound and not an estimate of the intensities. At fixed $y$ it falls exponentially in $|N|$, and since $y$ is arbitrary the coefficients fall faster than any exponential. The elements of $\mathsf A_R$ never exceed $|\delta|$ in size, so $|\nu_1|$ and $|\nu_2|$ are bounded over all orientations and the bound is uniform over the powder. Every sum $\sum_N|N|^n|a_N|$ converges, because $|a_N|=|F_N|$. The Fourier series of $s$ may then be differentiated term by term any number of times, and the sum over $N$ may be exchanged with the orientation average. The program tests (4) for one crystallite at 2 and 4 kHz.

Define $D=-i\nu_r\,\partial_\psi$. Then $De^{iN\psi}=N\nu_r\,e^{iN\psi}$, and

$$M_n(\gamma)=\sum_N(N\nu_r)^na_N(\gamma)=D^ns\big|_{\psi=0}.\tag{5}$$

The moments are the initial derivatives of the signal, and the moments of a carousel or a powder are the corresponding averages of $M_n(\gamma)$.

## (d) Dependence on the spinning rate

**Problem.** Evaluate $M_1$ to $M_4$ for one crystallite and then for a carousel. Decide which of them depend on $\nu_r$ in each case, and explain the pattern.

**Solution.** From (2), $\partial_\psi s=i\Phi's=i(\nu/\nu_r)s$, so $Ds=\nu s$. For any function $f(\gamma+\psi)$ the product rule gives $D(fs)=(\nu f-i\nu_rf')s$. Writing $D^ns=Q_ns$,

$$Q_{n+1}=\nu Q_n-i\nu_rQ_n',\qquad Q_0=1,$$

and since $s=1$ at $\psi=0$, $M_n(\gamma)=Q_n(\gamma)$. The recursion gives $Q_1=\nu$ and $Q_2=\nu^2-i\nu_r\nu'$. For the next step $Q_2'=2\nu\nu'-i\nu_r\nu''$, so

$$Q_3=\nu^3-i\nu_r\nu\nu'-2i\nu_r\nu\nu'+(-i\nu_r)^2\nu''=\nu^3-3i\nu_r\nu\nu'-\nu_r^2\nu'' .$$

For the fourth, $Q_3'=3\nu^2\nu'-3i\nu_r(\nu'^2+\nu\nu'')-\nu_r^2\nu'''$. Multiplying by $-i\nu_r$ gives $-3i\nu_r\nu^2\nu'-3\nu_r^2(\nu'^2+\nu\nu'')+i\nu_r^3\nu'''$, and adding $\nu Q_3=\nu^4-3i\nu_r\nu^2\nu'-\nu_r^2\nu\nu''$ gives

$$Q_4=\nu^4-6i\nu_r\nu^2\nu'-\nu_r^2\big(4\nu\nu''+3\nu'^2\big)+i\nu_r^3\nu''' .$$

The program tests these four expressions by symbolic differentiation.

For a single crystallite with acquisition started at a fixed rotor phase, only $M_1$ is free of $\nu_r$ in general. The second and third moments are complex and depend on the rate except in special cases. For example, at a starting phase where $\nu'=0$ the second moment is $\nu^2$ at every rate. For $\alpha=30^\circ$, $\beta=50^\circ$, $\gamma=28.125^\circ$ the amplitudes obtained by direct quadrature give $M_2=40.469-11.036\,i$ kHz² at 2 kHz and $40.469-22.072\,i$ kHz² at 4 kHz. The real part is $\nu^2$ and stays fixed, and the imaginary part is $-\nu_r\nu'$ and doubles. The third moment goes from $-285.884+210.614\,i$ kHz³ to $-371.203+421.227\,i$ kHz³. Its imaginary part $-3\nu_r\nu\nu'$ doubles, and its real part changes through the term $-\nu_r^2\nu''$. The statement that the second and third moments do not depend on the rate is therefore false in general for a single crystal whose acquisition starts at a fixed rotor phase.

For a carousel the key fact is that the derivative of a periodic function averages to zero:

$$\langle g'\rangle_\gamma=\frac{g(2\pi)-g(0)}{2\pi}=0 .$$

The rate-dependent terms of $Q_2$ and $Q_3$ contain $\nu'$, $\nu\nu'=(\nu^2/2)'$ and $\nu''=(\nu')'$, which are all derivatives of periodic functions. In $Q_4$ the same holds for $\nu^2\nu'=(\nu^3/3)'$ and for $\nu'''$. The remaining term is handled by $\langle(\nu\nu')'\rangle_\gamma=0$, which gives $\langle\nu\nu''\rangle_\gamma=-\langle\nu'^2\rangle_\gamma$, so that $-\langle4\nu\nu''+3\nu'^2\rangle_\gamma=(4-3)\langle\nu'^2\rangle_\gamma$. The carousel moments are

$$M_1=\langle\nu\rangle_\gamma=\nu_0,\quad M_2=\langle\nu^2\rangle_\gamma,\quad M_3=\langle\nu^3\rangle_\gamma,\quad M_4=\langle\nu^4\rangle_\gamma+\nu_r^2\langle\nu'^2\rangle_\gamma,\tag{6}$$

with $\nu_0=0$ at the magic angle. The function $\nu(\varphi)$ contains no $\nu_r$, so $M_2$ and $M_3$ are independent of the spinning rate and $M_4$ is not. The rate independence of $M_2$ and $M_3$ is the Maricq–Waugh result. It is exact for this model at every $\nu_r>0$, and it survives any further average over $\alpha$ and $\beta$.

The pattern follows from counting. Each step of the recursion adds either one factor of $\nu$ or one derivative with a factor $\nu_r$, so a term of $Q_n$ with $k$ factors has $n-k$ derivatives. A rate-dependent term with a single factor is a derivative of $\nu$. A term with a single derivative has the form $\nu^{k-1}\nu'=(\nu^k/k)'$. Both kinds average to zero. A surviving rate-dependent term needs at least two factors and at least two derivatives, and this first becomes possible at $n=4$.

For the carousel of the crystallite above, $M_2=21.8874$ kHz² and $M_3=-34.8880$ kHz³ at both 2 and 4 kHz. These values belong to that carousel and change with $\alpha$ and $\beta$.

The proof uses a uniform weight in $\gamma$. If the magnetization is prepared with a weight $w(\gamma)$, as happens when its transfer or excitation depends on the rotor phase, then $\langle w\,g'\rangle_\gamma=-\langle w'g\rangle_\gamma$, which need not vanish, and the rate-dependent terms can return. As $\nu_r\to0$ every $Q_n$ tends to $\nu^n$, so every moment tends to the corresponding moment of the static spectrum of the same set of crystallites.

For crystallites spread uniformly in $\gamma$, the moments $M_2$ and $M_3$ do not depend on the spinning rate, whereas $M_4$ contains a rate-dependent term. It remains to express the moments of a uniform powder through $\delta$ and $\eta$, and to use them to recover the tensor.

All numerical values are calculated from the stated model.
